# Brown's equations with surface anisotropy and exchange-coupled interfaces: verification in Python

```python
"""Brown's equations with surface anisotropy and exchange-coupled interfaces.

Result under test: for unit magnetization m, the energy
  E = int [A |grad m|^2 + f(m) - Ms m.B - (mu0/2) Ms m.Hd] dV
      - Ks int (m.n)^2 dS - J int m1.m2 dS
is stationary when
  bulk:       m x [2A lap m - df/dm + Ms B + mu0 Ms Hd] = 0
  surface:    m x [2A dm/dn - 2 Ks (m.n) n] = 0
  interface:  2 A1 m1 x dm1/dn = 2 A2 m2 x dm2/dn = J m1 x m2
A: exchange stiffness, Ms: saturation magnetization, B: mu0 * applied field,
Hd: dipolar field, Ks: surface anisotropy, J: interface coupling,
n: outward normal (at the interface: from region 1 to region 2).
Film example: theta is the angle of m from the film normal z.
Working units there: nm and mJ/m^2, so A is in pJ/m and densities in MJ/m^3.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss, legval, legder, legvander
from scipy.constants import mu_0
from scipy.integrate import solve_bvp
from scipy.optimize import minimize

# ---- Test 1: vector first variation, ball (region 1) inside a shell (region 2)
x, y, z, eps = sp.symbols("x y z eps", real=True)
coords = (x, y, z)
position = sp.Matrix(coords)


def unit_field(polar, azimuth):
    return sp.Matrix([sp.sin(polar) * sp.cos(azimuth),
                      sp.sin(polar) * sp.sin(azimuth), sp.cos(polar)])


field_1 = unit_field(0.8 + 0.3*x - 0.2*y*z + eps*(0.5*y + 0.2*x*z + 0.3),
                     0.3 + 0.4*z + 0.1*x*y + eps*(0.4 - 0.5*x))
field_2 = unit_field(1.1 - 0.2*y + 0.1*x*z + eps*(0.3*z - 0.4 + 0.2*x),
                     -0.2 + 0.3*x + 0.1*y*z + eps*(0.6 + 0.3*y))
stiff_1, stiff_2, aniso, coupling, surf = 1.0, 1.7, 0.6, 0.9, 0.8
zeeman = sp.Matrix([0.3, -0.5, 0.4])
axis = sp.Matrix([0, 0, 1])
r_in, r_out = 1.0, 1.5

cos_nodes, cos_weights = leggauss(24)
phi_nodes = 2*np.pi*np.arange(40)/40
CT, PH = np.meshgrid(cos_nodes, phi_nodes, indexing="ij")
ST = np.sqrt(1 - CT**2)
directions = np.array([ST*np.cos(PH), ST*np.sin(PH), CT])
solid_angle = cos_weights[:, None]*np.full(PH.shape, 2*np.pi/40)


def compiled(expression):
    return sp.lambdify((x, y, z, eps), expression, "numpy", cse=True)


def over_sphere(function, radius, e):
    return radius**2*np.sum(solid_angle*function(*(radius*directions), e))


def over_volume(function, r0, r1, e):
    nodes, weights = leggauss(14)
    radii = r0 + (r1 - r0)*(nodes + 1)/2
    return sum(w*(r1 - r0)/2*over_sphere(function, r, e)
               for r, w in zip(radii, weights))


def density(m, stiff):
    exchange = sum(m.diff(c).dot(m.diff(c)) for c in coords)
    return stiff*exchange - aniso*m.dot(axis)**2 - zeeman.dot(m)


def at_zero(m):
    base = m.subs(eps, 0)
    rotation = base.cross(m.diff(eps).subs(eps, 0))
    return base, rotation


def bulk_work(m, stiff):
    base, rotation = at_zero(m)
    laplacian = sum((base.diff(c, 2) for c in coords), sp.zeros(3, 1))
    h = 2*stiff*laplacian + 2*aniso*base.dot(axis)*axis + zeeman
    return -rotation.dot(base.cross(h))


def radial_slope(m, radius):
    return sum((c*m.diff(c) for c in coords), sp.zeros(3, 1))/radius


density_1 = compiled(density(field_1, stiff_1))
density_2 = compiled(density(field_2, stiff_2))
normal_out = position/r_out
surface_energy = compiled(-surf*field_2.dot(normal_out)**2)
interface_energy = compiled(-coupling*field_1.dot(field_2))


def body_energy(e):
    return (over_volume(density_1, 0, r_in, e)
            + over_volume(density_2, r_in, r_out, e)
            + over_sphere(interface_energy, r_in, e)
            + over_sphere(surface_energy, r_out, e))


step = 1e-4
variation_numeric = (body_energy(step) - body_energy(-step))/(2*step)
m1, rot1 = at_zero(field_1)
m2, rot2 = at_zero(field_2)
interface_work = (
    rot1.dot(m1.cross(2*stiff_1*radial_slope(m1, r_in) - coupling*m2))
    + rot2.dot(m2.cross(-2*stiff_2*radial_slope(m2, r_in) - coupling*m1)))
surface_work = rot2.dot(m2.cross(2*stiff_2*radial_slope(m2, r_out)
                                 - 2*surf*m2.dot(normal_out)*normal_out))
work_bulk = (over_volume(compiled(bulk_work(field_1, stiff_1)), 0, r_in, 0.0)
             + over_volume(compiled(bulk_work(field_2, stiff_2)),
                           r_in, r_out, 0.0))
work_interface = over_sphere(compiled(interface_work), r_in, 0.0)
work_surface = over_sphere(compiled(surface_work), r_out, 0.0)
variation_formula = work_bulk + work_interface + work_surface
assert abs(variation_numeric - variation_formula) < 1e-6

# ---- Test 2: dipolar variation in a film, Mz = u(z) cos kx, Mx = v(z) sin kx
gl_nodes, gl_weights = leggauss(30)


def film_potential(u, v, k, thick, height):
    """Amplitude of the scalar potential and its z-derivative from charges."""
    phi = slope = 0.0
    for low, high, sign in ((0, height, 1), (height, thick, -1)):
        t = low + (high - low)*(gl_nodes + 1)/2
        charge = -(u.deriv()(t) + k*v(t))
        part = np.sum(gl_weights*charge*np.exp(-k*abs(height - t)))
        part *= (high - low)/2
        phi += part/(2*k)
        slope -= sign*part/2
    for place, charge, sign in ((0, -u(0), 1), (thick, u(thick), -1)):
        part = charge*np.exp(-k*abs(height - place))
        phi += part/(2*k)
        slope -= sign*part/2
    return phi, slope


def coulomb_energy(u, v, k, thick):
    """Lateral average per area, in units of mu0: half of charge * potential."""
    t = thick*(gl_nodes + 1)/2
    phi = np.array([film_potential(u, v, k, thick, h)[0] for h in t])
    total = np.sum(gl_weights*thick/2*(-(u.deriv()(t) + k*v(t)))*phi)
    total += u(thick)*film_potential(u, v, k, thick, thick)[0]
    total -= u(0)*film_potential(u, v, k, thick, 0)[0]
    return total/4


u0, v0 = Polynomial([0.7, -0.4, 0.3]), Polynomial([0.2, 0.5])
du, dv = Polynomial([0.3, 0.6]), Polynomial([-0.4, 0.1, 0.5])
wave, thick = 1.3, 1.2
dip_numeric = (coulomb_energy(u0 + 0.01*du, v0 + 0.01*dv, wave, thick)
               - coulomb_energy(u0 - 0.01*du, v0 - 0.01*dv, wave, thick))/0.02
heights = thick*(gl_nodes + 1)/2
pots = np.array([film_potential(u0, v0, wave, thick, h) for h in heights])
dip_formula = -0.5*np.sum(gl_weights*thick/2*(
    -pots[:, 1]*du(heights) + wave*pots[:, 0]*dv(heights)))
assert abs(dip_numeric - dip_formula) < 1e-9
assert abs(dip_formula) > 1e-3
# Without lateral variation the film field must reduce to Hz = -Mz(z).
for h in (0.2, 0.7, 1.0):
    uniform_slope = film_potential(u0, Polynomial([0.0]), 1e-6, thick, h)[1]
    assert abs(uniform_slope - u0(h)) < 1e-5

# ---- Worked example: bilayer, minimized with no boundary condition imposed
A = np.array([10.0, 20.0])
Ms = np.array([0.8, 1.4])
d = np.array([10.0, 10.0])
B, Ks, J = 0.5, 1.0, 2.0
shape = mu_0*(Ms*1e6)**2/1e6
n_basis = 16
q_nodes, q_weights = leggauss(40)
values = legvander(q_nodes, n_basis - 1)
slopes = legval(q_nodes, legder(np.eye(n_basis))).T
left_values = (-1.0)**np.arange(n_basis)
scale = 1.0/(1 + np.arange(n_basis))


def coefficients(parameters, rigid):
    c = parameters.reshape(2, n_basis)*scale
    if rigid:
        c[1, 0] += c[0].sum() - c[1] @ left_values
    return c


def film_energy(parameters, rigid, Ki):
    c = coefficients(parameters, rigid)
    total = -Ks*np.cos(c[0] @ left_values)**2
    for i in range(2):
        angle = values @ c[i]
        gradient = slopes @ c[i]*2/d[i]
        local = (A[i]*gradient**2 + 0.5*shape[i]*np.cos(angle)**2
                 - Ms[i]*B*np.cos(angle))
        total += d[i]/2*np.sum(q_weights*local)
    if rigid:
        return total - Ki*np.cos(c[0].sum())**2
    return total - J*np.cos(c[0].sum() - c[1] @ left_values)


def minimum(rigid=False, Ki=0.0):
    start = np.zeros(2*n_basis)
    start[[0, n_basis]] = 1.1
    found = minimize(film_energy, start, args=(rigid, Ki), method="BFGS",
                     jac="3-point", options={"gtol": 1e-7, "maxiter": 2000})
    return coefficients(found.x, rigid), found.fun


def end_data(c):
    """Angles and exchange torques 2 A theta' at both ends of both layers."""
    ends = np.array([-1.0, 1.0])
    angle = np.array([legval(ends, c[i]) for i in range(2)])
    torque = np.array([2*A[i]*legval(ends, legder(c[i]))*2/d[i]
                       for i in range(2)])
    return angle, torque


c_min, e_min = minimum()
angle, torque = end_data(c_min)
surface_torque = Ks*np.sin(2*angle[0, 0])
coupling_torque = J*np.sin(angle[1, 0] - angle[0, 1])
assert abs(torque[0, 0] - surface_torque) < 1e-4
assert abs(torque[0, 1] - coupling_torque) < 1e-4
assert abs(torque[1, 0] - coupling_torque) < 1e-4
assert abs(torque[1, 1]) < 1e-4


def density_slope(theta, i):
    return np.sin(theta)*(Ms[i]*B - shape[i]*np.cos(theta))


bulk_torque = [d[i]/2*np.sum(q_weights*density_slope(values @ c_min[i], i))
               for i in range(2)]
assert abs(surface_torque + sum(bulk_torque)) < 1e-4


# ---- The same film from the derived differential equations and conditions
def solve_film(J_value):
    def equations(s, f):
        return np.array([d[0]*f[1]/(2*A[0]), d[0]*density_slope(f[0], 0),
                         d[1]*f[3]/(2*A[1]), d[1]*density_slope(f[2], 1)])

    def conditions(low, high):
        return np.array([low[1] - Ks*np.sin(2*low[0]),
                         high[1]/J_value - np.sin(low[2] - high[0]),
                         low[3] - high[1], high[3]])

    mesh = np.linspace(0, 1, 41)
    guess = np.array([1.1 + 0*mesh, 0*mesh, 1.1 + 0*mesh, 0*mesh])
    answer = solve_bvp(equations, conditions, mesh, guess, tol=1e-8,
                       max_nodes=20000)
    assert answer.success
    return answer.sol


film = solve_film(J)
s_grid = np.linspace(0, 1, 101)
profile_gap = max(np.max(abs(film(s_grid)[2*i] - legval(2*s_grid - 1, c_min[i])))
                  for i in range(2))
assert profile_gap < 1e-5

# ---- Rigid coupling: common angle at the interface, again by minimization
c_rigid, e_rigid = minimum(rigid=True)
angle_r, torque_r = end_data(c_rigid)
assert abs(torque_r[0, 1] - torque_r[1, 0]) < 1e-4
Ki = 0.3
angle_k, torque_k = end_data(minimum(rigid=True, Ki=Ki)[0])
jump_k = torque_k[1, 0] - torque_k[0, 1]
assert abs(jump_k - Ki*np.sin(2*angle_k[0, 1])) < 1e-4
assert abs(jump_k) > 0.01
J_list = (0.5, 2.0, 20.0, 200.0, 2000.0)
J_rows = []
for J_value in J_list:
    sol = solve_film(J_value)
    low, high = sol(0.0), sol(1.0)
    J_rows.append((J_value, np.degrees(low[2] - high[0]), high[1]))
assert abs(J_rows[-1][2] - torque_r[0, 1]) < 5e-3*abs(torque_r[0, 1])

deg = np.degrees
print("FIRST VARIATION, ball in shell (dimensionless)")
print(f"finite difference of energy: {variation_numeric:.8f}")
print(f"torque formula, total:       {variation_formula:.8f}")
print(f"  bulk {work_bulk:.6f}, interface {work_interface:.6f},"
      f" surface {work_surface:.6f}")
print("DIPOLAR VARIATION, modulated film (units of mu0, dimensionless)")
print(f"from Coulomb energy: {dip_numeric:.10f}")
print(f"from -Hd.dM:         {dip_formula:.10f}")
print("BILAYER INPUTS")
for i in range(2):
    print(f"layer {i+1}: A = {A[i]:.0f} pJ/m, Ms = {Ms[i]*1000:.0f} kA/m,"
          f" thickness = {d[i]:.0f} nm")
print(f"B = {B:.2f} T along z, Ks = {Ks:.2f} mJ/m^2, J = {J:.2f} mJ/m^2")
print("DERIVED BULK NUMBERS")
for i in range(2):
    print(f"layer {i+1}: mu0 Ms^2 = {shape[i]:.4f} MJ/m^3,"
          f" Ms B = {Ms[i]*B:.4f} MJ/m^3")
    print(f"  exchange length sqrt(2A/(mu0 Ms^2)) = "
          f"{np.sqrt(2*A[i]/shape[i]):.3f} nm")
    print(f"  angle of isolated uniform layer without Ks = "
          f"{deg(np.arccos(Ms[i]*B/shape[i])):.3f} deg")
print("ENERGY MINIMUM, no boundary condition imposed")
print(f"theta at lower face:          {deg(angle[0, 0]):.3f} deg")
print(f"theta at interface, layer 1:  {deg(angle[0, 1]):.3f} deg")
print(f"theta at interface, layer 2:  {deg(angle[1, 0]):.3f} deg")
print(f"theta at upper face:          {deg(angle[1, 1]):.3f} deg")
print(f"slope at lower face:          {deg(torque[0, 0]/(2*A[0])):.4f} deg/nm")
print(f"slope at interface, layer 1:  {deg(torque[0, 1]/(2*A[0])):.4f} deg/nm")
print(f"slope at interface, layer 2:  {deg(torque[1, 0]/(2*A[1])):.4f} deg/nm")
print(f"energy per area:              {e_min:.5f} mJ/m^2")
print("TORQUES PER AREA (mJ/m^2)")
print(f"2 A1 theta1' at lower face:   {torque[0, 0]:.5f}")
print(f"Ks sin(2 theta) there:        {surface_torque:.5f}")
print(f"2 A1 theta1' at interface:    {torque[0, 1]:.5f}")
print(f"2 A2 theta2' at interface:    {torque[1, 0]:.5f}")
print(f"J sin(theta2 - theta1):       {coupling_torque:.5f}")
print(f"integral of dw/dtheta, layer 1: {bulk_torque[0]:.5f}")
print(f"integral of dw/dtheta, layer 2: {bulk_torque[1]:.5f}")
print(f"largest angle gap, minimum vs equations: {profile_gap:.1e} rad")
print("APPROACH TO RIGID COUPLING")
for J_value, jump, transmitted in J_rows:
    print(f"J = {J_value:.1f} mJ/m^2: angle jump {jump:.4f} deg,"
          f" torque {transmitted:.5f} mJ/m^2")
print(f"rigid: theta {deg(angle_r[0, 1]):.3f} deg,"
      f" torque {torque_r[0, 1]:.5f} mJ/m^2")
print(f"rigid slopes, layers 1 and 2: {deg(torque_r[0, 1]/(2*A[0])):.4f},"
      f" {deg(torque_r[1, 0]/(2*A[1])):.4f} deg/nm")
print(f"rigid with Ki = {Ki:.2f} mJ/m^2: torque jump {jump_k:.5f},"
      f" Ki sin(2 theta) {Ki*np.sin(2*angle_k[0, 1]):.5f} mJ/m^2")
print("tests ok")
```

Output:

```
FIRST VARIATION, ball in shell (dimensionless)
finite difference of energy: -2.13243822
torque formula, total:       -2.13243823
  bulk 0.895500, interface -2.446524, surface -0.581414
DIPOLAR VARIATION, modulated film (units of mu0, dimensionless)
from Coulomb energy: 0.0884368190
from -Hd.dM:         0.0884368190
BILAYER INPUTS
layer 1: A = 10 pJ/m, Ms = 800 kA/m, thickness = 10 nm
layer 2: A = 20 pJ/m, Ms = 1400 kA/m, thickness = 10 nm
B = 0.50 T along z, Ks = 1.00 mJ/m^2, J = 2.00 mJ/m^2
DERIVED BULK NUMBERS
layer 1: mu0 Ms^2 = 0.8042 MJ/m^3, Ms B = 0.4000 MJ/m^3
  exchange length sqrt(2A/(mu0 Ms^2)) = 4.987 nm
  angle of isolated uniform layer without Ks = 60.175 deg
layer 2: mu0 Ms^2 = 2.4630 MJ/m^3, Ms B = 0.7000 MJ/m^3
  exchange length sqrt(2A/(mu0 Ms^2)) = 4.030 nm
  angle of isolated uniform layer without Ks = 73.489 deg
ENERGY MINIMUM, no boundary condition imposed
theta at lower face:          43.343 deg
theta at interface, layer 1:  60.093 deg
theta at interface, layer 2:  71.128 deg
theta at upper face:          73.052 deg
slope at lower face:          2.8600 deg/nm
slope at interface, layer 1:  1.0967 deg/nm
slope at interface, layer 2:  0.5484 deg/nm
energy per area:              -4.32257 mJ/m^2
TORQUES PER AREA (mJ/m^2)
2 A1 theta1' at lower face:   0.99833
Ks sin(2 theta) there:        0.99833
2 A1 theta1' at interface:    0.38282
2 A2 theta2' at interface:    0.38282
J sin(theta2 - theta1):       0.38282
integral of dw/dtheta, layer 1: -0.61550
integral of dw/dtheta, layer 2: -0.38282
largest angle gap, minimum vs equations: 1.2e-08 rad
APPROACH TO RIGID COUPLING
J = 0.5 mJ/m^2: angle jump 17.2024 deg, torque 0.14787 mJ/m^2
J = 2.0 mJ/m^2: angle jump 11.0352 deg, torque 0.38282 mJ/m^2
J = 20.0 mJ/m^2: angle jump 2.1326 deg, torque 0.74423 mJ/m^2
J = 200.0 mJ/m^2: angle jump 0.2360 deg, torque 0.82391 mJ/m^2
J = 2000.0 mJ/m^2: angle jump 0.0239 deg, torque 0.83288 mJ/m^2
rigid: theta 68.299 deg, torque 0.83389 mJ/m^2
rigid slopes, layers 1 and 2: 2.3889, 1.1945 deg/nm
rigid with Ki = 0.30 mJ/m^2: torque jump 0.21357, Ki sin(2 theta) 0.21357 mJ/m^2
tests ok
```
